# Mean chord and Casimir transport length of fins with diffuse walls: a program that tests the result

```python
"""Casimir transport length of a fin compared with its mean chord.

Result under test, for a w x t rectangle with fully diffuse walls:
  Lambda_C = 3/4 [w asinh(t/w) + t asinh(w/t)] + (w^3+t^3-d^3)/(4 w t),
  d = sqrt(w^2+t^2), which differs from the mean chord 4 area/perimeter.
Conductivity is C v Lambda/3, with C the heat capacity per volume and v the
carrier speed. Lengths are in nm. 'bulk' is the bulk mean free path.
Mirror probability is exp(-B mu^2), mu = cosine of the incidence angle;
B = infinity means fully diffuse walls.
"""
import numpy as np
from scipy.integrate import quad, dblquad
from scipy.stats import qmc


def casimir_rectangle(w, t):
    d = np.hypot(w, t)
    return (0.75 * (w * np.arcsinh(t / w) + t * np.arcsinh(w / t))
            + (w**3 + t**3 - d**3) / (4 * w * t))


def mean_chord_rule(w, t):
    return 2 * w * t / (w + t)


def polar_means(n=2000):
    """Means over polar angle of sin^2, sin and cos^2 (midpoint rule)."""
    th = (np.arange(n) + 0.5) * np.pi / (2 * n)
    return np.mean(np.sin(th)**2), np.mean(np.sin(th)), np.mean(np.cos(th)**2)


def chord_statistics(w, t, n=900):
    """Rays enter from the walls by the cosine law.

    Returns mean chord, 3/2 <z^2>/<c>, and the shares of the first and
    second chord moments within 10 degrees of the w direction.
    """
    psi = ((np.arange(n) + 0.5) * np.pi / (2 * n))[None, :]
    u = ((np.arange(n) + 0.5) / n)[:, None]
    m0 = m1 = m2 = near1 = near2 = 0.0
    for wall, gap, from_w in ((w, t, np.pi / 2 - psi), (t, w, psi)):
        chord = np.minimum(gap / np.cos(psi), wall * u / np.sin(psi))
        weight = wall * np.cos(psi) * np.ones_like(chord)
        near = from_w < np.radians(10)
        m0 += weight.mean()
        m1 += (weight * chord).mean()
        m2 += (weight * chord**2).mean()
        near1 += (weight * chord * near).mean()
        near2 += (weight * chord**2 * near).mean()
    sin2, sin1, cos2 = polar_means()
    mean_c = m1 * sin1 / (m0 * sin2)
    mean_z2 = m2 * cos2 / (m0 * sin2)
    return mean_c, 1.5 * mean_z2 / mean_c, near1 / m1, near2 / m2


def traced_length(w, t, bulk, B, power=16):
    """3 <cos^2 * surviving path> by tracing rays back from volume points."""
    q = qmc.Sobol(4, scramble=True, seed=7).random_base2(power)
    q = np.clip(q, 1e-6, 1 - 1e-9)
    alpha = 0.5 * np.pi * q[:, 2]**4          # in-plane angle from w axis
    theta = 0.5 * np.pi * q[:, 3]**2          # angle from fin axis
    sin_t = np.sin(theta)
    jacobian = 4 * q[:, 2]**3 * np.pi * q[:, 3] * sin_t
    ca, sa = np.cos(alpha), np.sin(alpha)
    next_x, next_y = q[:, 0] * w / ca, q[:, 1] * t / sa
    done = np.zeros(len(q))
    alive = np.ones(len(q))
    path = np.zeros(len(q))
    for _ in range(5000):
        hit_x = next_x < next_y
        here = np.where(hit_x, next_x, next_y)
        seg = (here - done) / sin_t
        path += alive * bulk * (-np.expm1(-seg / bulk))
        mu = sin_t * np.where(hit_x, ca, sa)
        alive = alive * np.exp(-seg / bulk) * np.exp(-B * mu**2)
        done = here
        next_x = np.where(hit_x, next_x + w / ca, next_x)
        next_y = np.where(hit_x, next_y, next_y + t / sa)
        if alive.max() < 1e-6:
            break
    else:
        raise RuntimeError("ray tracing did not finish")
    return 3 * np.mean(jacobian * np.cos(theta)**2 * path)


def film_length(t, bulk, B):
    """In-plane transport length of an infinitely wide film."""
    delta = t / bulk

    def integrand(mu):
        p = np.exp(-B * mu**2)
        e = np.exp(-delta / mu)
        loss = (1 - p) * (-np.expm1(-delta / mu)) / (1 - p * e)
        return 1.5 * (1 - mu**2) * (1 - mu / delta * loss)
    cuts = [0.0, delta, np.sqrt(delta), 1.0]
    return bulk * sum(quad(integrand, a, b, limit=200)[0]
                      for a, b in zip(cuts[:-1], cuts[1:]))


def duct_transmission(w, t, length, n, rng):
    """Fraction passing a finite diffuse duct, and mean path inside it."""
    x, y, z = rng.random(n) * w, rng.random(n) * t, np.zeros(n)
    r, a = rng.random(n), 2 * np.pi * rng.random(n)
    ux, uy = np.sqrt(1 - r) * np.cos(a), np.sqrt(1 - r) * np.sin(a)
    uz = np.sqrt(r)
    passed, total = 0, 0.0
    while len(x):
        dx = np.where(ux > 0, w - x, -x) / ux
        dy = np.where(uy > 0, t - y, -y) / uy
        dz = np.where(uz > 0, length - z, -z) / uz
        wall = np.minimum(dx, dy)
        total += np.minimum(wall, dz).sum()
        leaves = dz < wall
        passed += np.count_nonzero(leaves & (uz > 0))
        k = ~leaves
        step, on_x = wall[k], (dx < dy)[k]
        x = np.clip(x[k] + step * ux[k], 0, w)
        y = np.clip(y[k] + step * uy[k], 0, t)
        z = z[k] + step * uz[k]
        r, a = rng.random(len(x)), 2 * np.pi * rng.random(len(x))
        normal = np.sqrt(r)
        side, axial = np.sqrt(1 - r) * np.cos(a), np.sqrt(1 - r) * np.sin(a)
        ux, uy = (np.where(on_x, -np.sign(ux[k]) * normal, side),
                  np.where(on_x, side, -np.sign(uy[k]) * normal))
        uz = axial
    return passed / n, total / n


# Rough model values for room-temperature semiconductor transistor fins
thickness, wide, fin_length = 10.0, 200.0, 200.0        # nm
heat_capacity, speed, bulk_path = 0.9, 2000.0, 250.0    # J/cm3K, m/s, nm
roughness, wavelength = 1.0, 2.0                        # nm
mirror_B = (4 * np.pi * roughness / wavelength)**2


def conductivity(path_nm):
    return heat_capacity * 1e6 * speed * path_nm * 1e-9 / 3


print(f"thickness {thickness:.0f} nm, wide fin width {wide:.0f} nm")
print(f"heat capacity {heat_capacity} J/(cm3 K), speed {speed:.0f} m/s")
print(f"bulk path {bulk_path:.0f} nm, bulk conductivity "
      f"{conductivity(bulk_path):.0f} W/(m K)")

# Circle of unit diameter: chord = cos(psi) for entry angle psi
psi = (np.arange(2000) + 0.5) * np.pi / 4000
s2, s1, c2 = polar_means()
circle_chord = np.mean(np.cos(psi)**2) * s1 / (np.mean(np.cos(psi)) * s2)
circle_casimir = (1.5 * np.mean(np.cos(psi)**3) * c2
                  / (np.mean(np.cos(psi)**2) * s1))
assert abs(circle_chord - 1) < 1e-5 and abs(circle_casimir - 1) < 1e-5
print(f"circle: mean chord/diameter {circle_chord:.4f}, "
      f"Casimir/diameter {circle_casimir:.4f}")

rng = np.random.default_rng(12)
for name, w in (("square", thickness), ("wide", wide)):
    t = thickness
    formula, rule = casimir_rectangle(w, t), mean_chord_rule(w, t)
    chord, moment, share1, share2 = chord_statistics(w, t)
    pair = dblquad(lambda y, x: (w - x) * (t - y) / np.hypot(x, y),
                   0, w, 0, t, epsabs=1e-5, epsrel=1e-7)[0]
    pair_length = 1.5 * pair / (w * t)
    traced = traced_length(w, t, 1e9, np.inf)
    # Midpoint grids with kinks: 0.3 %; quasi-random sampling: 1 %
    assert abs(chord / rule - 1) < 3e-3
    assert abs(moment / formula - 1) < 3e-3
    assert abs(pair_length / formula - 1) < 1e-5
    assert abs(traced / formula - 1) < 1e-2
    assert abs(share1 - 10 / 90) < 2e-3     # each direction counts equally
    assert share2 > share1 and formula > 1.1 * rule
    print(f"{name}: 4A/P {rule:.2f} nm, Casimir length {formula:.2f} nm, "
          f"ratio {formula / rule:.3f}")
    print(f"  from chords: mean {chord:.2f} nm, transport {moment:.2f} nm")
    print(f"  pair integral {pair_length:.2f} nm, ray tracing {traced:.2f} nm")
    print(f"  share within 10 deg of width: mean chord {100 * share1:.1f} %, "
          f"transport {100 * share2:.1f} %")
    print(f"  conductivity: from 4A/P {conductivity(rule):.2f}, "
          f"Casimir {conductivity(formula):.2f} W/(m K)")

    with_bulk = traced_length(w, t, bulk_path, np.inf)
    with_mirror = traced_length(w, t, bulk_path, mirror_B)
    matthiessen = 1 / (1 / bulk_path + 1 / rule)
    assert with_bulk < formula and with_mirror > with_bulk
    print(f"  with bulk scattering {with_bulk:.1f} nm "
          f"({100 * (with_bulk / formula - 1):.0f} % from Casimir)")
    print(f"  inverse-sum rule with 4A/P {matthiessen:.1f} nm")
    print(f"  with bulk scattering and grazing mirrors {with_mirror:.1f} nm "
          f"(factor {with_mirror / with_bulk:.2f})")

    passed, mean_path = duct_transmission(w, t, fin_length, 200000, rng)
    end_ratio = passed * 3 * fin_length / (4 * formula)
    # Entering isotropic rays must have mean path 4 volume/open area
    assert abs(mean_path / (2 * fin_length) - 1) < 0.03
    assert end_ratio < 1
    if name == "square":
        assert end_ratio > 0.8
    print(f"  {fin_length:.0f} nm long, no bulk scattering: transmission "
          f"{passed:.3f}, conductance/long-fin law {end_ratio:.2f}")

# Same mean chord, different transport length
twin_side = mean_chord_rule(wide, thickness)
twin = casimir_rectangle(twin_side, twin_side)
assert casimir_rectangle(wide, thickness) > 1.2 * twin
print(f"square with the wide fin's 4A/P: side {twin_side:.2f} nm, "
      f"Casimir length {twin:.2f} nm")

print("w/t, 4A/(P t), Casimir/t, Casimir/(4A/P):")
last = 0.0
for aspect in (1, 2, 5, 10, 20, 100, 1000):
    length, rule = casimir_rectangle(aspect, 1.0), mean_chord_rule(aspect, 1.0)
    assert length / rule > last
    last = length / rule
    print(f"  {aspect:5d} {rule:7.3f} {length:7.3f} {length / rule:7.3f}")

# Logarithmic limits: first in width, then in bulk path
wide_law = 0.75 * (np.log(2e4) + 0.5)
assert abs(casimir_rectangle(1e4, 1.0) - wide_law) < 1e-4
film_law = 0.75 * (np.log(1e4) + 1 - np.euler_gamma)
film_value = film_length(1.0, 1e4, np.inf)
assert abs(film_value / film_law - 1) < 1e-3
print(f"w/t = 10000, no bulk: Casimir/t {casimir_rectangle(1e4, 1.0):.4f}, "
      f"log law {wide_law:.4f}")
print(f"infinite film, bulk/t = 10000: length/t {film_value:.4f}, "
      f"log law {film_law:.4f}")

# Ray tracer against the film integral, diffuse and partly mirror-like
for label, B in (("diffuse", np.inf), ("grazing mirrors", mirror_B)):
    film = film_length(thickness, bulk_path, B)
    traced = traced_length(1e6, thickness, bulk_path, B)
    assert abs(traced / film - 1) < 0.03     # sampling error of rare rays
    print(f"infinite film, {label}: integral {film:.1f} nm, "
          f"ray tracing {traced:.1f} nm")

print(f"roughness {roughness} nm, wavelength {wavelength} nm, "
      f"wavelength/thickness {wavelength / thickness:.2f}")
print(f"mirror probability: normal {np.exp(-mirror_B):.1e}, at mu = 0.1 "
      f"{np.exp(-mirror_B * 0.01):.2f}")
print("no test failed")
```

It prints:

```
thickness 10 nm, wide fin width 200 nm
heat capacity 0.9 J/(cm3 K), speed 2000 m/s
bulk path 250 nm, bulk conductivity 150 W/(m K)
circle: mean chord/diameter 1.0000, Casimir/diameter 1.0000
square: 4A/P 10.00 nm, Casimir length 11.15 nm, ratio 1.115
  from chords: mean 10.00 nm, transport 11.15 nm
  pair integral 11.15 nm, ray tracing 11.15 nm
  share within 10 deg of width: mean chord 11.1 %, transport 11.5 %
  conductivity: from 4A/P 6.00, Casimir 6.69 W/(m K)
  with bulk scattering 10.4 nm (-7 % from Casimir)
  inverse-sum rule with 4A/P 9.6 nm
  with bulk scattering and grazing mirrors 14.8 nm (factor 1.43)
  200 nm long, no bulk scattering: transmission 0.066, conductance/long-fin law 0.89
wide: 4A/P 19.05 nm, Casimir length 31.54 nm, ratio 1.656
  from chords: mean 19.05 nm, transport 31.54 nm
  pair integral 31.54 nm, ray tracing 31.54 nm
  share within 10 deg of width: mean chord 11.1 %, transport 44.0 %
  conductivity: from 4A/P 11.43, Casimir 18.92 W/(m K)
  with bulk scattering 24.0 nm (-24 % from Casimir)
  inverse-sum rule with 4A/P 17.7 nm
  with bulk scattering and grazing mirrors 37.6 nm (factor 1.57)
  200 nm long, no bulk scattering: transmission 0.138, conductance/long-fin law 0.66
square with the wide fin's 4A/P: side 19.05 nm, Casimir length 21.24 nm
w/t, 4A/(P t), Casimir/t, Casimir/(4A/P):
      1   1.000   1.115   1.115
      2   1.333   1.532   1.149
      5   1.667   2.151   1.290
     10   1.818   2.646   1.456
     20   1.905   3.154   1.656
    100   1.980   4.351   2.197
   1000   1.998   6.076   3.041
w/t = 10000, no bulk: Casimir/t 7.8026, log law 7.8026
infinite film, bulk/t = 10000: length/t 7.2249, log law 7.2248
infinite film, diffuse: integral 27.5 nm, ray tracing 27.5 nm
infinite film, grazing mirrors: integral 50.1 nm, ray tracing 50.1 nm
roughness 1.0 nm, wavelength 2.0 nm, wavelength/thickness 0.20
mirror probability: normal 7.2e-18, at mu = 0.1 0.67
no test failed
```
